# Spin-projected UHF trial state for stretched H2 in a minimal basis: test program

The molecular numbers use the small basis 6-31G, STO-3G, so they illustrate the point and are not converged values.

```python
"""
Result under test: for H2 in a minimal basis, the singlet projection of the
UHF determinant a(up) b(down), a = cos(th) g + sin(th) u, b = cos(th) g - sin(th) u,
done by quadrature over spin rotations, is cos^2 |gg> - sin^2 |uu>, and it is
the exact (full CI) ground state once th is optimized AFTER projection.
g, u     : even and odd molecular orbitals;  t = tan(th)^2
Eg, Eu   : energies of |gg> and |uu>;  ET : triplet energy;  K = (gu|gu)
beta     : rotation angle about y;  alpha : rotation angle about z
Energies are in hartree and include nuclear repulsion; lengths are in bohr.
"""
import numpy as np
from scipy.linalg import expm, eigh
from scipy.optimize import minimize, minimize_scalar
from scipy.constants import physical_constants
from pyscf import gto, scf, fci

EV = physical_constants["Hartree energy in eV"][0]
I2, I4 = np.eye(2), np.eye(4)


def molecule(R, basis):
    return gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, R)]], unit="Bohr",
                 basis=basis, verbose=0)


def integrals(mol, C):
    h = C.T @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ C
    eri = np.einsum("abcd,ap,bq,cr,ds->pqrs", mol.intor("int2e"),
                    C, C, C, C, optimize=True)
    return h, eri


def full_ci(mol):
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    mf.kernel()
    return fci.FCI(mf).kernel()[0], mf.e_tot


# ---- two-electron space built from four spin orbitals (spin x orbital) ----
def total(op):
    return np.kron(op, I4) + np.kron(I4, op)


Sx = total(np.kron(np.array([[0, 1], [1, 0]]) / 2, I2))
Sy = total(np.kron(np.array([[0, -1j], [1j, 0]]) / 2, I2))
Sz = total(np.kron(np.diag([0.5, -0.5]), I2))
S2 = (Sx @ Sx + Sy @ Sy + Sz @ Sz).real


def pair(f1, f2):
    return (np.kron(f1, f2) - np.kron(f2, f1)) / np.sqrt(2)


def determinant(up, down):
    return pair(np.kron([1, 0], up), np.kron([0, 1], down))


def uhf_state(th):
    c, s = np.cos(th), np.sin(th)
    return determinant([c, s], [c, -s])


def rotation(beta):
    return expm(-1j * beta * Sy).real


def beta_average(n):
    x, w = np.polynomial.legendre.leggauss(n)
    return sum(wi / 2 * rotation(np.arccos(xi)) for xi, wi in zip(x, w))


alpha_average = (np.eye(16) + expm(-1j * np.pi * Sz)).real / 2
B4 = beta_average(4)
P_quad = alpha_average @ B4
antisym = np.array([pair(I4[i], I4[j]) for i in range(4)
                    for j in range(i + 1, 4)]).T
gg, uu = determinant([1, 0], [1, 0]), determinant([0, 1], [0, 1])

# ---- projector tests: quadrature against the S^2 operator ----
for th in (0.2, 0.5, 0.7):
    phi = uhf_state(th)
    singlet = phi - S2 @ phi / 2          # S^2 is 0 or 2 for two electrons
    assert np.allclose(P_quad @ phi, singlet, atol=1e-12)
    assert np.allclose(alpha_average @ beta_average(1) @ phi, singlet, atol=1e-12)
    assert np.allclose((phi + rotation(np.pi) @ phi) / 2, singlet, atol=1e-12)
    assert np.allclose(singlet, np.cos(th)**2 * gg - np.sin(th)**2 * uu, atol=1e-12)
    s = np.cos(2 * th)
    assert abs(phi @ S2 @ phi - (1 - s * s)) < 1e-12
    assert abs(singlet @ singlet - (1 + s * s) / 2) < 1e-12
B60 = beta_average(60)


def study(R):
    mol = molecule(R, "sto-3g")
    S = mol.intor("int1e_ovlp")[0, 1]
    C = np.array([[1, 1], [1, -1]]) / np.sqrt([2 * (1 + S), 2 * (1 - S)])
    h, eri = integrals(mol, C)
    enuc = mol.energy_nuc()
    V = np.einsum("ac,bd,prqs->apbqcrds", I2, I2, eri).reshape(16, 16)
    H = total(np.kron(I2, h)) + V + enuc * np.eye(16)
    K, Jgu = eri[0, 1, 0, 1], eri[0, 0, 1, 1]
    Eg = 2 * h[0, 0] + eri[0, 0, 0, 0] + enuc
    Eu = 2 * h[1, 1] + eri[1, 1, 1, 1] + enuc
    ET = h[0, 0] + h[1, 1] + Jgu - K + enuc
    assert K > 0

    def e_formula(t):
        return (Eg + t * t * Eu - 2 * t * K) / (1 + t * t)

    def e_quad(th):
        f = uhf_state(th)
        return (f @ H @ B4 @ f) / (f @ B4 @ f)

    def residual_norm(th):
        v = P_quad @ uhf_state(th)
        v = v / np.linalg.norm(v)
        return np.linalg.norm(H @ v - (v @ H @ v) * v)

    for th in (0.15, 0.4, 0.75):
        assert abs(e_quad(th) - e_formula(np.tan(th)**2)) < 1e-11
        f, s = uhf_state(th), np.cos(2 * th)
        w0, w1 = (1 + s * s) / 2, (1 - s * s) / 2
        for b in (0.3, 1.1, 2.6):
            r = rotation(b) @ f
            assert abs(f @ r - np.cos(b / 2)**2 - s * s * np.sin(b / 2)**2) < 1e-12
            hk = w0 * e_formula(np.tan(th)**2) + w1 * ET * np.cos(b)
            assert abs(f @ H @ r - hk) < 1e-11

    # optimum after projection: closed form against numerical minimization
    D = (Eu - Eg) / 2
    t_opt = (-D + np.hypot(D, K)) / K
    th_opt = np.arctan(np.sqrt(t_opt))
    best = minimize_scalar(e_quad, bounds=(0, np.pi / 2), method="bounded",
                           options={"xatol": 1e-10})
    assert abs(best.x - th_opt) < 1e-5    # flat minimum limits the angle
    s_opt = np.cos(2 * best.x)
    assert abs(s_opt / (1 - s_opt**2) - D / (2 * K)) < 1e-4   # same limit
    e_fci, e_rhf = full_ci(mol)
    levels, vecs = eigh(antisym.T @ H @ antisym)
    assert abs(levels[0] - e_fci) < 1e-9 and levels[1] - levels[0] > 1e-6
    assert abs(best.fun - e_fci) < 1e-9
    assert abs((Eg + Eu) / 2 - np.hypot(D, K) - e_fci) < 1e-9
    assert abs(Eg - K * t_opt - e_fci) < 1e-9
    psi = P_quad @ uhf_state(th_opt)
    psi = psi / np.linalg.norm(psi)
    residual = residual_norm(th_opt)
    overlap = abs(psi @ antisym @ vecs[:, 0])
    assert residual < 1e-10 and abs(overlap - 1) < 1e-10

    # unprojected UHF: closed form against a self-consistent calculation
    G = ET - K
    x = max(0.0, (Eg - G) / (Eg + Eu - 2 * G))
    th_uhf = np.arcsin(np.sqrt(x))
    mf = scf.UHF(mol)
    mf.conv_tol, mf.max_cycle = 1e-12, 300
    mf.kernel(dm0=np.array([np.diag([1.0, 0.0]), np.diag([0.0, 1.0])]))
    f = uhf_state(th_uhf)
    e_uhf = f @ H @ f
    assert abs(mf.e_tot - e_uhf) < 1e-8
    assert abs(mf.spin_square()[0] - np.sin(2 * th_uhf)**2) < 1e-4
    if x > 0:
        assert abs(np.cos(2 * th_uhf) - 2 * D / (Eg + Eu - 2 * G)) < 1e-12

    # projection after UHF: error is quadratic in the mixing-angle difference,
    # so inexactness is tested on the residual, which is linear in it
    e_pav = e_quad(th_uhf)
    pav_error = e_pav - levels[0]
    chi_difference = np.arctan(np.tan(th_uhf)**2) - np.arctan(t_opt)
    predicted = 2 * np.hypot(D, K) * np.sin(chi_difference)**2
    assert abs(pav_error - predicted) < 1e-12
    pav_residual = residual_norm(th_uhf)
    assert pav_residual > 1e-8
    return dict(mol=mol, S=S, h=h, eri=eri, enuc=enuc, H=H, K=K, Jgu=Jgu, Eg=Eg,
                Eu=Eu, ET=ET, D=D, t_opt=t_opt, th_opt=th_opt, th_uhf=th_uhf,
                e_rhf=e_rhf, e_uhf=e_uhf, e_pav=e_pav, e_vap=best.fun,
                e_fci=e_fci, residual=residual, overlap=overlap,
                pav_error=pav_error, pav_residual=pav_residual)


runs = {R: study(R) for R in (1.4, 4.0, 6.0)}
m = runs[4.0]
assert runs[1.4]["th_uhf"] == 0 and runs[1.4]["t_opt"] > 0
H = m["H"]

# ---- rotation about y alone: triplet leakage, harmless for Sz = 0 walkers ----
phi_opt = uhf_state(m["th_opt"])
psi_opt = P_quad @ phi_opt
w1 = (1 - np.cos(2 * m["th_opt"])**2) / 2
leak = np.linalg.norm(B60 @ phi_opt - psi_opt)**2
assert abs(leak - w1 * np.pi**2 / 16) < 1e-4   # root at end points slows Gauss rule


def local_energy(trial, walker):
    return (trial @ H @ walker) / (trial @ walker)


rng = np.random.default_rng(7)
for _ in range(200):
    z = rng.normal(size=2) + 1j * rng.normal(size=2)
    walker = determinant([1, z[0]], [1, z[1]])
    if abs(psi_opt @ walker) > 1e-3:      # division by a near-zero is ill-conditioned
        assert abs(local_energy(psi_opt, walker) - m["e_fci"]) < 1e-7
    assert abs((B60 @ phi_opt - psi_opt) @ walker) < 1e-10
phi_uhf = uhf_state(m["th_uhf"])
trials = (phi_uhf, P_quad @ phi_uhf, psi_opt)


# ---- free optimization of both orbitals, minimal and larger basis ----
def free_projected(basis):
    mol = molecule(4.0, basis)
    ev, U = eigh(mol.intor("int1e_ovlp"))
    h, eri = integrals(mol, U / np.sqrt(ev) @ U.T)
    n = len(h)
    Hs = (np.kron(h, np.eye(n)) + np.kron(np.eye(n), h)
          + eri.transpose(0, 2, 1, 3).reshape(n * n, n * n)
          + mol.energy_nuc() * np.eye(n * n))
    e, v = eigh(Hs)
    assert abs(e[0] - full_ci(mol)[0]) < 1e-8
    M = v[:, 0].reshape(n, n)
    assert np.allclose(M, M.T, atol=1e-8)
    lam, W = eigh(M)
    order = np.argsort(-abs(lam))
    lam, W = lam[order], W[:, order]
    assert lam[0] * lam[1] < 0

    def energy(p):
        c = np.outer(p[:n], p[n:])
        c = (c + c.T).ravel()
        return c @ Hs @ c / (c @ c)

    p1, p2 = np.sqrt(abs(lam[0])) * W[:, 0], np.sqrt(abs(lam[1])) * W[:, 1]
    starts = [np.concatenate([p1 + p2, p1 - p2])]
    starts += [rng.normal(size=2 * n) for _ in range(5)]
    return min(minimize(energy, q, method="BFGS").fun for q in starts), e[0], abs(lam)


e_min, f_min, sv_min = free_projected("sto-3g")
e_big, f_big, sv_big = free_projected("6-31g")
assert abs(e_min - f_min) < 1e-7
assert e_big - f_big > 1e-6 and sv_big[2] > 1e-4

# ---- worked example ----
print("H2, STO-3G, R = 4.0 bohr; energies in hartree")
print(f"atomic overlap S = {m['S']:.6f}")
print(f"h_g = {m['h'][0,0]:.6f}   h_u = {m['h'][1,1]:.6f}")
print(f"J_gg = {m['eri'][0,0,0,0]:.6f}   J_uu = {m['eri'][1,1,1,1]:.6f}")
print(f"J_gu = {m['Jgu']:.6f}   K = {m['K']:.6f}")
print(f"E_nuc = {m['enuc']:.6f}")
print(f"E_g = {m['Eg']:.6f}   E_u = {m['Eu']:.6f}")
print(f"E_T = {m['ET']:.6f}   Delta = {m['D']:.6f}")
for name, th in (("UHF", m["th_uhf"]), ("optimized", m["th_opt"])):
    f = uhf_state(th)
    print(f"{name}: theta = {np.degrees(th):.4f} deg, t = {np.tan(th)**2:.6f}")
    print(f"  <a|b> = {np.cos(2*th):.6f}, <S^2> = {f @ S2 @ f:.6f}")
    print(f"  singlet weight = {f @ P_quad @ f:.6f}")
    print(f"  unprojected energy = {f @ H @ f:.6f}")
print("kernels of the optimized determinant:")
for deg in (0, 90, 180):
    r = rotation(np.radians(deg)) @ phi_opt
    print(f"  beta = {deg} deg: N = {phi_opt @ r:.6f}, H = {phi_opt @ H @ r:.6f}")
print(f"squared norm left by beta integral alone = {leak:.4f}")
c = psi_opt / np.linalg.norm(psi_opt)
print(f"normalized coefficients: gg {c @ gg:.6f}, uu {c @ uu:.6f}")
print(f"overlap with full CI = {m['overlap']:.10f}")
print(f"residual norm below 1e-10: {m['residual'] < 1e-10}")
print("R (bohr): RHF, UHF, UHF then projected, optimized, full CI")
for R, d in runs.items():
    print(f"  {R}: {d['e_rhf']:.6f} {d['e_uhf']:.6f} {d['e_pav']:.6f} "
          f"{d['e_vap']:.6f} {d['e_fci']:.6f}")
    print(f"     t optimized = {d['t_opt']:.6f}, E_T = {d['ET']:.6f}")
    print(f"     UHF then projected: error = {d['pav_error']:.3e}, "
          f"residual = {d['pav_residual']:.3e}")
print(f"R = 4.0: full CI energy = {m['e_fci']*EV:.4f} eV")
print(f"R = 4.0: UHF error = {(m['e_uhf']-m['e_fci'])*EV:.4f} eV")
print(f"R = 4.0: projected-UHF error = {m['pav_error']*EV:.3e} eV")
print("walker (g+p u)up (g+q u)down; local energy with trial")
print("  p, q: UHF, UHF then projected, optimized")
for p, q in ((0.0, 0.0), (0.3, -0.8), (0.5, 0.1)):
    w = determinant([1, p], [1, q])
    print(f"  {p}, {q}: " + " ".join(f"{local_energy(T, w):.6f}" for T in trials))
print("6-31G, R = 4.0 bohr:")
print(f"  optimized projected = {e_big:.6f}, full CI = {f_big:.6f}")
print(f"  remaining error = {e_big - f_big:.6f}")
print("  singular values: " + " ".join(f"{v:.5f}" for v in sv_big))
print("PASS")
```

Running it gives:

```
H2, STO-3G, R = 4.0 bohr; energies in hartree
atomic overlap S = 0.098133
h_g = -0.756849   h_u = -0.667440
J_gg = 0.502616   J_uu = 0.525855
J_gu = 0.512086   K = 0.265128
E_nuc = 0.250000
E_g = -0.761082   E_u = -0.559026
E_T = -0.927332   Delta = 0.101028
UHF: theta = 39.5307 deg, t = 0.681014
  <a|b> = 0.189758, <S^2> = 0.963992
  singlet weight = 0.518004
  unprojected energy = -0.935842
optimized: theta = 39.6965 deg, t = 0.689087
  <a|b> = 0.184072, <S^2> = 0.966118
  singlet weight = 0.516941
  unprojected energy = -0.935834
kernels of the optimized determinant:
  beta = 0 deg: N = 1.000000, H = -0.935834
  beta = 90 deg: N = 0.516941, H = -0.487878
  beta = 180 deg: N = 0.033882, H = -0.039922
squared norm left by beta integral alone = 0.2980
normalized coefficients: gg 0.823432, uu -0.567416
overlap with full CI = 1.0000000000
residual norm below 1e-10: True
R (bohr): RHF, UHF, UHF then projected, optimized, full CI
  1.4: -1.116714 -1.116714 -1.116714 -1.137276 -1.137276
     t optimized = 0.113438, E_T = -0.531808
     UHF then projected: error = 2.056e-02, residual = 1.813e-01
  4.0: -0.761082 -0.935842 -0.943761 -0.943778 -0.943778
     t optimized = 0.689087, E_T = -0.927332
     UHF then projected: error = 1.713e-05, residual = 3.118e-03
  6.0: -0.645077 -0.933227 -0.933402 -0.933402 -0.933402
     t optimized = 0.948378, E_T = -0.933052
     UHF then projected: error = 1.413e-10, residual = 9.276e-06
R = 4.0: full CI energy = -25.6815 eV
R = 4.0: UHF error = 0.2160 eV
R = 4.0: projected-UHF error = 4.661e-04 eV
walker (g+p u)up (g+q u)down; local energy with trial
  p, q: UHF, UHF then projected, optimized
  0.0, 0.0: -0.941638 -0.941638 -0.943778
  0.3, -0.8: -0.935897 -0.942580 -0.943778
  0.5, 0.1: -0.937818 -0.941402 -0.943778
6-31G, R = 4.0 bohr:
  optimized projected = -1.009371, full CI = -1.009485
  remaining error = 0.000114
  singular values: 0.86016 0.50997 0.00601 0.00379
PASS
```
